# Rotation Invariants of Vectors: Dot Products, Triple Products and Their Relations, part 1

(Sections cited here and not found follow in the second part.)

## 1. The invariants

### What an incomplete list costs

The ion H\(_3^+\) has three protons, and its shape is described by two edge vectors \(u\) and \(v\) drawn from one proton to the other two. A model that expresses the energy through the squared lengths \(u\cdot u\) and \(v\cdot v\) respects every rotation and reflection, and yet it fails. The two lengths do not fix the angle between the edges, so molecules of different shape and different energy receive the same prediction. In the calculation at the end of this half, a cubic polynomial in the two squared lengths misses unseen energies by 0.022 eV (root mean square), comparable to the 0.019 eV scatter of those energies about their mean. With \(u\cdot v\) included, the error is 0.0005 eV in this draw of geometries, and about 0.001 eV in a typical one.

The opposite fault is a list with hidden relations. Two different polynomials in the listed quantities can then be the same function of the positions, and no amount of data determines their coefficients. Two theorems answer these questions: one says which invariants suffice, and one gives all relations among them. This half proves the first and the next half the second.

### Statement

Let \(x_1,\dots,x_n\) be vectors in \(\mathbb R^3\) with components \(x_{ia}\), \(a=1,2,3\). All polynomials have real coefficients. A polynomial \(f\) is invariant under a group of orthogonal matrices if \(f(Qx_1,\dots,Qx_n)=f(x_1,\dots,x_n)\) for each \(Q\) in the group. The group O(3) contains rotations and reflections, and SO(3) the rotations alone. Define

\[
s_{ij}=x_i\cdot x_j,\qquad t_{ijk}=x_i\cdot(x_j\times x_k). \tag{1}
\]

An orthogonal \(Q\) leaves \(s_{ij}\) unchanged and multiplies \(t_{ijk}\) by \(\det Q=\pm1\).

**Theorem 1.** Every O(3)-invariant polynomial is a polynomial in the \(s_{ij}\). Every SO(3)-invariant polynomial is a polynomial in the \(s_{ij}\) and \(t_{ijk}\), and it can be written with each term at most linear in the triple products.

The last clause follows from the product rule for determinants. If \(M\) has the columns \(x_i,x_j,x_k\) and \(N\) the columns \(x_l,x_m,x_p\), then \(t_{ijk}t_{lmp}=\det M\det N=\det(M^{T}N)\), that is,

\[
t_{ijk}\,t_{lmp}=\det\begin{pmatrix}s_{il}&s_{im}&s_{ip}\\ s_{jl}&s_{jm}&s_{jp}\\ s_{kl}&s_{km}&s_{kp}\end{pmatrix}. \tag{2}
\]

Any pair of triple products can thus be traded for dot products. What remains is to show that nothing has been left out.

### Mixing the vectors

The proof uses operations that act on the labels of the vectors and leave their directions in space alone:

\[
D_{ij}f=\sum_a x_{ia}\frac{\partial f}{\partial x_{ja}}
=\frac{d}{dc}f(\dots,x_j+c\,x_i,\dots)\Big|_{c=0}. \tag{3}
\]

Since \(Q(x_j+cx_i)=Qx_j+cQx_i\), the operator \(D_{ij}\) turns invariant polynomials into invariant polynomials. It obeys the product rule, and on the basic invariants it replaces the label \(j\) by \(i\), one occurrence at a time:

\[
\begin{aligned}
D_{ij}s_{kl}&=\delta_{jk}s_{il}+\delta_{jl}s_{ki},\\
D_{ij}t_{klm}&=\delta_{jk}t_{ilm}+\delta_{jl}t_{kim}+\delta_{jm}t_{kli}.
\end{aligned} \tag{4}
\]

So \(D_{ij}\) also maps polynomials in \(s\), or in \(s\) and \(t\), into polynomials of the same kind.

Next we need an inner product that suits these operators. For polynomials \(p,q\) let

\[
\langle p,q\rangle=p(\partial)\,q\,\big|_{x=0}, \tag{5}
\]

where \(p(\partial)\) is \(p\) with each \(x_{ia}\) replaced by \(\partial/\partial x_{ia}\). Two different monomials have product zero, because either a derivative annihilates \(q\) or a variable is left over and vanishes at the origin. A monomial with exponents \(\alpha_{ia}\) has product \(\prod\alpha_{ia}!>0\) with itself. The inner product is therefore symmetric and positive definite. From (5), \(\langle x_{ia}p,q\rangle=\langle p,\partial_{ia}q\rangle\): multiplication and differentiation are adjoint. Applying this twice gives

\[
\langle x_{ia}\partial_{ja}p,q\rangle=\langle\partial_{ja}p,\partial_{ia}q\rangle=\langle p,x_{ja}\partial_{ia}q\rangle,
\]

and the sum over \(a\) is

\[
\langle D_{ij}p,q\rangle=\langle p,D_{ji}q\rangle. \tag{6}
\]

### Suppose an invariant were missing

Take \(n\ge3\) for now. Let \(A\) be the space of invariant polynomials of total degree \(d\), for O(3) or for SO(3), and let \(B\subseteq A\) be the part built from the invariants that Theorem 1 allows for that group. Both are finite-dimensional, and each \(D_{ij}\) maps each of them into itself. Let \(K\) be the set of elements of \(A\) orthogonal to \(B\). If \(B\) were smaller than \(A\), then \(K\) would contain nonzero elements. For \(f\in K\) and \(g\in B\), equation (6) gives \(\langle D_{ij}f,g\rangle=\langle f,D_{ji}g\rangle=0\), so \(K\) too is mapped into itself.

The operators \(D_{ii}\) commute and, by (6), are symmetric. They can be diagonalized together within \(K\). On a monomial, \(D_{ii}\) gives the degree in \(x_i\), so a joint eigenvector is a polynomial with definite degree \(m_i\) in each \(x_i\). Call \(m=(m_1,\dots,m_n)\) its multidegree. Among the nonzero joint eigenvectors in \(K\) choose one, \(f\), with the largest multidegree in dictionary order: first \(m_1\) as large as possible, then \(m_2\), and so on.

For \(i<j\), the polynomial \(D_{ij}f\) lies in \(K\) and has one more power of \(x_i\) and one fewer of \(x_j\). Its multidegree would be larger than \(m\), so it must vanish:

\[
D_{ij}f=0\qquad(i<j). \tag{7}
\]

This holds at every configuration, including the one in which \(x_j\) has already been shifted by \(cx_i\). The derivative of \(f(\dots,x_j+cx_i,\dots)\) with respect to \(c\) is \(D_{ij}f\) at that shifted configuration, since \(x_i\) itself has not moved. Hence

\[
f(\dots,x_j+c\,x_i,\dots)=f(\dots,x_j,\dots)\qquad(i<j). \tag{8}
\]

### Reduction to three lengths

Suppose that \(x_1,x_2,x_3\) are linearly independent. By (8) we may subtract from each vector multiples of earlier ones. This is the Gram–Schmidt procedure without normalization:

\[
y_2=x_2-\frac{x_2\cdot x_1}{x_1\cdot x_1}x_1,\qquad
y_3=x_3-\frac{x_3\cdot x_1}{x_1\cdot x_1}x_1-\frac{x_3\cdot y_2}{y_2\cdot y_2}y_2 .
\]

The vectors \(x_1,y_2,y_3\) are orthogonal and span space, so every later vector can be reduced to zero. A rotation then carries them to \(r_1e_1,r_2e_2,r_3e_3\), with \(r_1,r_2>0\) and with the sign of \(r_3\) fixed by the handedness of the triple. Because \(f\) has degree \(m_i\) in \(x_i\),

\[
f(x_1,\dots,x_n)=f(r_1e_1,r_2e_2,r_3e_3,0,\dots,0)=c\,r_1^{m_1}r_2^{m_2}r_3^{m_3}, \tag{9}
\]

with \(c=f(e_1,e_2,e_3,0,\dots,0)\). Here \(c\ne0\), since otherwise \(f\) would vanish for all independent \(x_1,x_2,x_3\) and so identically. It follows that \(m_k=0\) for \(k\ge4\).

A rotation by \(\pi\) about \(e_3\) reverses \(e_1\) and \(e_2\) and multiplies the right side of (9) by \((-1)^{m_1+m_2}\). Invariance makes \(m_1+m_2\) even. The rotation about \(e_1\) makes \(m_2+m_3\) even. For SO(3) the three exponents therefore have equal parity. For O(3), the reflection of \(e_1\) alone shows that \(m_1\) is even, and so all three are.

Let \(\Delta_k\) be the determinant of the matrix of dot products of \(x_1,\dots,x_k\), called their Gram determinant. The subtractions and the rotation change neither \(\Delta_1,\Delta_2,\Delta_3\) nor \(t_{123}\), so these can be evaluated on the orthogonal vectors:

\[
\Delta_1=r_1^2,\quad \Delta_2=r_1^2r_2^2,\quad \Delta_3=t_{123}^2,\quad t_{123}=r_1r_2r_3. \tag{10}
\]

Comparing powers of \(r_1,r_2,r_3\) turns (9) into

\[
f=c\,\Delta_1^{a}\,\Delta_2^{b}\,t_{123}^{\,m_3},\qquad a=\frac{m_1-m_2}{2},\quad b=\frac{m_2-m_3}{2}. \tag{11}
\]

Indeed \(r_1\) has the power \(2a+2b+m_3=m_1\), and \(r_2\) the power \(2b+m_3=m_2\). The numbers \(a,b\) are integers by the parity rule.

They are also nonnegative. Move any negative powers in (11) to the left side, so that both sides are polynomials. The identity then holds for complex components as well, with \(s_{ij}=\sum_a x_{ia}x_{ja}\) and no complex conjugation. If \(a<0\), the left side contains the factor \(\Delta_1^{-a}\). Insert

\[
x_1=e_1+ie_2,\quad x_2=e_1,\quad x_3=e_3:\qquad \Delta_1=0,\ \Delta_2=-1,\ t_{123}=-i .
\]

The left side vanishes and the right side does not, a contradiction. If \(a\ge0\) but \(b<0\), the choice \(x_1=e_1\), \(x_2=e_2+ie_3\), \(x_3=e_2\) gives \(\Delta_1=1\), \(\Delta_2=0\), \(t_{123}=-i\), and the same contradiction.

So \(f\) is a polynomial in dot products and \(t_{123}\). For O(3), \(m_3\) is even and \(t_{123}^{m_3}=\Delta_3^{m_3/2}\), which leaves dot products alone. In both cases \(f\) lies in \(B\). It was also orthogonal to \(B\), hence \(\langle f,f\rangle=0\) and \(f=0\), contrary to its choice. Therefore \(A=B\).

For \(n<3\), regard \(f\) as a polynomial in three vectors that does not depend on the extra ones, apply the result, and set the extra vectors to zero. All triple products then vanish: for one or two vectors, rotations have no more invariants than O(3). This completes the proof of Theorem 1.

### Scope and meaning

Write an SO(3) invariant as \(p(s)+\sum t_{ijk}q_{ijk}(s)\). Under inversion, \(x_i\to-x_i\), the first part is even and the second odd. A polynomial quantity that distinguishes a chiral arrangement from its mirror image must have a part with triple products, since all dot products of the two arrangements agree.

The vectors were assumed to be polar. Axial vectors, such as angular momenta, transform with \((\det Q)Q\), which has determinant \((\det Q)^4=1\) and is a rotation. For axial vectors alone, triple products are therefore allowed even under full O(3) symmetry.

The theorem concerns polynomials, and an energy is in general not one. It is still a function of the dot products. If two sets of vectors have equal dot products, the map \(\sum c_ix_i\mapsto\sum c_ix_i'\) preserves lengths, since \(|\sum c_ix_i|^2=\sum c_ic_js_{ij}\). It is thus well defined and extends to an orthogonal matrix, so an O(3)-invariant function takes the same value on both sets.

### The energy of H\(_3^+\)

With the protons fixed at \(R_1=0\), \(R_2=u\), \(R_3=v\), the two electrons have, in atomic units, the nonrelativistic Hamiltonian

\[
H=\sum_{k=1}^{2}\Big(-\tfrac12\nabla_k^2-\sum_{A=1}^{3}\frac{1}{|r_k-R_A|}\Big)+\frac1{|r_1-r_2|}+\sum_{A<B}\frac1{|R_A-R_B|}.
\]

If the protons are rotated or reflected, the same operation on the electrons restores \(H\). The ground-state energy is therefore a function of \(u\cdot u\), \(v\cdot v\) and \(u\cdot v\). Near an equilateral triangle it is as smooth in these variables as in the positions, because one may place

\[
u=(\sqrt{u\cdot u},0,0),\qquad v=\Big(\frac{u\cdot v}{\sqrt{u\cdot u}},\ \sqrt{v\cdot v-\frac{(u\cdot v)^2}{u\cdot u}},\ 0\Big),
\]

with both roots away from zero. A low-order polynomial is then a reasonable local approximation.

The energies were computed by full configuration interaction in the cc-pVDZ basis, that is, by diagonalizing \(H\) in all two-electron products of the basis functions. This treats electron correlation completely within the basis. The error of the finite basis remains, and nuclear motion is left out. In this basis the lowest energy among equilateral triangles, \(-36.25\) eV, is found at side 0.901 Å; these digits describe the finite-basis model, not the exact ion. In the larger cc-pVTZ basis the minimum moves to \(-36.51\) eV at side 0.875 Å, and cc-pVQZ gives \(-36.55\) eV at side 0.874 Å, shifts of about 0.3 eV and 0.03 Å.

Each component of \(u\) and \(v\) was then displaced at random by up to 0.06 Å, and each molecule was given a random orientation, with reflections allowed. A least-squares fit to 60 such energies, with a cubic polynomial in the three dot products (20 coefficients), was applied to 20 further geometries. Its root-mean-square error is 0.0005 eV, about 2% of the 0.019 eV scatter of those energies. This figure belongs to one random draw: with only 60 energies for 20 coefficients it varies from draw to draw, and about 0.001 eV is typical. Without \(u\cdot v\) there are 10 coefficients and the error is 0.022 eV, of the same size as the scatter itself. That it even exceeds the scatter is an effect of the small samples: a least-squares fit that contains a constant cannot do worse than the mean on the data it was fitted to. The missing information is the third edge, \(|u-v|^2=u\cdot u+v\cdot v-2u\cdot v\).

One geometry in detail: for \(u=(0.9,0,0)\) Å and \(v=(0.4,0.8,0)\) Å,

\[
u\cdot u=0.81,\qquad v\cdot v=0.16+0.64=0.80,\qquad u\cdot v=0.36\quad(\text{Å}^2).
\]

In cc-pVDZ the computed energy lies 0.0147 eV above the equilateral minimum, and the fitted polynomial gives 0.0146 eV. The agreement tests the fit and not the basis: in cc-pVTZ, where the optimal side is shorter, the same geometry lies 0.040 eV above the minimum.

## 2. The relations

### What is carried over

For vectors \(x_1,\dots,x_n\) in \(\mathbb R^3\), \(s_{ij}=x_i\cdot x_j\) and \(t_{ijk}=x_i\cdot(x_j\times x_k)\). Theorem 1 states that these generate all SO(3)-invariant polynomials, and the \(s_{ij}\) alone all O(3)-invariant ones. A product of two triple products is a determinant of dot products, equation (2). The operator \(D_{ij}\) of (3) replaces the label \(j\) by \(i\), one occurrence at a time. The inner product (5) makes \(D_{ji}\) the adjoint of \(D_{ij}\), equation (6). \(\Delta_k\) is the Gram determinant of the first \(k\) vectors, and the multidegree lists the degree in each vector.

We have proved that the dot products generate all O(3)-invariant polynomials, and that dot and triple products together generate all SO(3)-invariant ones. It remains to find all the relations among these invariants.
